# Depolarising field and critical thickness of a short-circuited ferroelectric film: a numerical check

```python
"""
Short-circuited ferroelectric film between identical screening electrodes.
Results under test (Gaussian form, atomic units):
  E_d = -8 pi lam P / (d + 2 lam eps_b),   lam = l_tf / eps_e
  d_c = 2 pi lam P0^2 / U0 - 2 lam eps_b
P: soft-mode polarisation; d: film thickness; eps_b: film background
permittivity; l_tf, eps_e: electrode decay length and lattice permittivity.
Bulk well at zero field: U = U0 [-2 (P/P0)^2 + (P/P0)^4].
The independent side is a finite-element Poisson solution of the full stack,
with its energy summed from fields and electronic charge.
"""
import numpy as np
from scipy.constants import physical_constants, epsilon_0
from scipy.linalg import solveh_banded
from scipy.optimize import brentq, minimize_scalar

PI = np.pi
BOHR = physical_constants["Bohr radius"][0]
FIELD_AU = physical_constants["atomic unit of electric field"][0]
CHARGE = physical_constants["elementary charge"][0]


def solve_stack(P, d, eps_b, eps_e, l_tf):
    """Return film field, right screening charge/area, energy/area."""
    m, n = 2000, 20                       # elements per electrode, in film
    h = np.r_[np.full(m, 20*l_tf/m), np.full(n, d/n),
              np.full(m, 20*l_tf/m)]
    eps = np.r_[np.full(m, eps_e), np.full(n, eps_b), np.full(m, eps_e)]
    kap = np.r_[np.full(m, eps_e/l_tf**2), np.zeros(n),
                np.full(m, eps_e/l_tf**2)]    # 4 pi times density of states
    own = eps/h + kap*h/3
    link = -eps/h + kap*h/6
    diag = np.zeros(len(h) + 1)
    diag[:-1] += own
    diag[1:] += own
    source = np.zeros(len(h) + 1)
    source[m] = -4*PI*P                   # bound charge at the left face
    source[m + n] = 4*PI*P                # bound charge at the right face
    band = np.zeros((2, len(h) - 1))
    band[1] = diag[1:-1]
    band[0, 1:] = link[1:-1]
    phi = np.zeros(len(h) + 1)            # both far ends grounded
    phi[1:-1] = solveh_banded(band, source[1:-1])
    field = -np.diff(phi)/h
    left, right = phi[:-1], phi[1:]
    field_energy = np.sum(eps*field**2*h)/(8*PI)
    electron_energy = np.sum(kap*h*(left**2 + left*right + right**2)/3)
    electron_energy /= 8*PI
    charge = -np.sum((kap*h*(left + right)/2)[m + n:])/(4*PI)
    film_field = -(phi[m + n] - phi[m])/d
    return film_field, charge, field_energy + electron_energy


def field_formula(P, d, eps_b, lam):
    return -8*PI*lam*P/(d + 2*lam*eps_b)


# Field, charge, total polarisation and energy for unlike stacks
for d, eb, ee, lt in [(5., 1., 1., 1.), (30., 6., 4., 1.6),
                      (80., 12., 2., 0.7), (2., 20., 5., 3.)]:
    P = 0.004
    lam = lt/ee
    E, sigma, W = solve_stack(P, d, eb, ee, lt)
    assert np.isclose(E, field_formula(P, d, eb, lam), rtol=2e-5)
    assert np.isclose(-sigma, P*d/(d + 2*lam*eb), rtol=2e-5)
    P_total = -sigma - E/(4*PI)
    assert np.isclose(P_total, P*(d + 2*lam)/(d + 2*lam*eb), rtol=2e-5)
    assert np.isclose(W, -0.5*field_formula(P, d, eb, lam)*P*d, rtol=2e-5)

# Worked example: round model parameters in atomic units
l_tf, eps_e, eps_b = 1.6, 4.0, 6.0
P0, U0 = 0.005, 1.6e-6
lam = l_tf/eps_e
d_c = 2*PI*lam*P0**2/U0 - 2*lam*eps_b


def scaled_energy(p, d, eb=eps_b):
    """Total energy per film volume in units of U0, with p = P/P0."""
    W = solve_stack(p*P0, d, eb, eps_e, l_tf)[2]
    return -2*p**2 + p**4 + W/(d*U0)


def equilibrium_P(d):
    res = minimize_scalar(lambda p: scaled_energy(p, d), bounds=(0, 1.5),
                          method="bounded", options={"xatol": 1e-8})
    return res.x*P0


def stability(d, eb=eps_b):
    p = 1e-3                              # quartic part is only 1e-6 here
    return scaled_energy(p, d, eb)/p**2


d_c_num = brentq(stability, 5, 150, xtol=1e-8)
assert np.isclose(d_c_num, d_c, rtol=1e-4)

# Large background permittivity removes the critical thickness
eps_limit = PI*P0**2/U0
for d in (0.1, 1., 10., 100.):
    assert stability(d, 1.2*eps_limit) < 0
assert stability(0.1, 0.8*eps_limit) > 0

# Polarisation branch, from minimisation of the numerical energy
rows = []
for d in (30., 40., 60., 100., 200.):
    P_num = equilibrium_P(d)
    if d < d_c:
        assert P_num < 1e-3*P0
        P_num = 0.0                       # minimum at zero within tolerance
    else:
        P_formula = P0*np.sqrt((d - d_c)/(d + 2*lam*eps_b))
        assert np.isclose(P_num, P_formula, rtol=1e-4)
    E_num = solve_stack(P_num, d, eps_b, eps_e, l_tf)[0]
    rows.append((d, P_num, E_num))


# Largest equilibrium field against the steepest slope of the bulk well
def equilibrium_field(d):
    return solve_stack(equilibrium_P(d), d, eps_b, eps_e, l_tf)[0]


best = minimize_scalar(equilibrium_field, bounds=(36, 120),
                       method="bounded", options={"xatol": 1e-3})
P_grid = np.linspace(0, P0, 4001)
U_grid = U0*(-2*(P_grid/P0)**2 + (P_grid/P0)**4)
coercive = np.max(np.abs(np.gradient(U_grid, P_grid)))
d_peak = 1.5*(d_c + 2*lam*eps_b) - 2*lam*eps_b
P_peak = equilibrium_P(best.x)
assert np.isclose(-best.fun, coercive, rtol=1e-4)
assert np.isclose(coercive, 8*U0/(3*np.sqrt(3)*P0), rtol=1e-4)
assert np.isclose(best.x, d_peak, rtol=1e-2)
assert np.isclose(P_peak, P0/np.sqrt(3), rtol=1e-2)

# SI form of the field, evaluated with SI quantities throughout
d_ref, P_ref, E_ref = rows[3]
P_si = P_ref*CHARGE/BOHR**2
E_si = -2*lam*BOHR*P_si/(epsilon_0*BOHR*(d_ref + 2*lam*eps_b))
assert np.isclose(E_si, E_ref*FIELD_AU, rtol=2e-5)

# Wrong thickness when the self-energy factor one half is left out
d_wrong = 4*PI*lam*P0**2/U0 - 2*lam*eps_b

print(f"Electrode decay length l_tf: {l_tf:.2f} bohr")
print(f"Electrode lattice permittivity eps_e: {eps_e:.1f} (no unit)")
print(f"Effective screening length lam: {lam:.3f} bohr")
print(f"Film background permittivity eps_b: {eps_b:.1f} (no unit)")
print(f"Bulk polarisation P0: {P0:.4f} e/bohr^2")
print(f"Bulk well depth U0: {U0:.2e} hartree/bohr^3")
print(f"Term 2 pi lam P0^2/U0: {2*PI*lam*P0**2/U0:.3f} bohr")
print(f"Term 2 lam eps_b: {2*lam*eps_b:.3f} bohr")
print(f"Critical thickness, formula: {d_c:.3f} bohr")
print(f"Critical thickness, numerical stack: {d_c_num:.3f} bohr")
print(f"Critical thickness, converted: {d_c*BOHR*1e9:.3f} nm")
print(f"Wrong thickness without factor 1/2: {d_wrong:.3f} bohr")
print(f"eps_b above which no d_c exists: {eps_limit:.2f} (no unit)")
print("Equilibrium from numerical energy minimisation:")
print("d (bohr) | P (e/bohr^2) | P/P0 (no unit) | E_d (a.u. of field)")
for d, P, E in rows:
    print(f"{d:8.1f} | {P:.6f} | {P/P0:.4f} | {E:.4e}")
print(f"Field at d = {d_ref:.0f} bohr, converted: {E_si:.4e} V/m")
print(f"Thickness of largest field, formula: {d_peak:.2f} bohr")
print(f"Thickness of largest field, numerical: {best.x:.2f} bohr")
print(f"P/P0 at largest field, numerical: {P_peak/P0:.4f} (no unit)")
print(f"Largest field magnitude, numerical: {-best.fun:.4e} a.u. of field")
print(f"Bulk coercive field from well slope: {coercive:.4e} a.u. of field")
print("success")
```

Output:

```
Electrode decay length l_tf: 1.60 bohr
Electrode lattice permittivity eps_e: 4.0 (no unit)
Effective screening length lam: 0.400 bohr
Film background permittivity eps_b: 6.0 (no unit)
Bulk polarisation P0: 0.0050 e/bohr^2
Bulk well depth U0: 1.60e-06 hartree/bohr^3
Term 2 pi lam P0^2/U0: 39.270 bohr
Term 2 lam eps_b: 4.800 bohr
Critical thickness, formula: 34.470 bohr
Critical thickness, numerical stack: 34.470 bohr
Critical thickness, converted: 1.824 nm
Wrong thickness without factor 1/2: 73.740 bohr
eps_b above which no d_c exists: 49.09 (no unit)
Equilibrium from numerical energy minimisation:
d (bohr) | P (e/bohr^2) | P/P0 (no unit) | E_d (a.u. of field)
    30.0 | 0.000000 | 0.0000 | -0.0000e+00
    40.0 | 0.001757 | 0.3513 | -3.9421e-04
    60.0 | 0.003138 | 0.6277 | -4.8689e-04
   100.0 | 0.003954 | 0.7908 | -3.7927e-04
   200.0 | 0.004495 | 0.8990 | -2.2065e-04
Field at d = 100 bohr, converted: -1.9503e+08 V/m
Thickness of largest field, formula: 54.10 bohr
Thickness of largest field, numerical: 54.11 bohr
P/P0 at largest field, numerical: 0.5774 (no unit)
Largest field magnitude, numerical: 4.9267e-04 a.u. of field
Bulk coercive field from well slope: 4.9267e-04 a.u. of field
success
```
